Coulomb scattering angle from the conserved Laplace-Runge-Lenz vector, part 2

A projectile of mass m₁ and laboratory energy E₀ is scattered by a target of mass m₂, initially at rest. The motion is classical and non-relativistic, and the pair repels with potential energy V(r) = C/r, C > 0, at separation r. The impact parameter is p and the initial relative speed is v₀. The reduced mass μ, relative energy Ec and initial relative momentum P₀ are

μ = m₁m₂/(m₁ + m₂),

Ec = μv₀²/2 = E₀ m₂/(m₁ + m₂),

P₀ = μv₀ = √(2μEc).

The unit vector r̂ points from target to projectile, x̂ along the incoming velocity, and ŷ from the line through the target to the line of the projectile. The final relative velocity has the direction

n = cos θ x̂ + sin θ ŷ,

where θ is the deflection in the centre-of-mass frame. With b = C/(2Ec), the angle and the distance of closest approach are

tan(θ/2) = b/p,

r_min = p²/[√(b² + p²) − b] = b + √(b² + p²).

The relative momentum P and angular momentum L, with |L| = p P₀, obey

|P|²/(2μ) + C/r = Ec,

L = μ r² r̂ × dr̂/dt.

For the Coulomb force the following vector is conserved:

A = P × L + μC r̂ = −μC x̂ + p P₀² ŷ.

For a general central force f r̂ it changes according to the rate equation of Part 1:

dA/dt = μ(C − r² f) dr̂/dt.

The example is a phosphorus ion (Z₁ = 15, 31 u) with E₀ = 1000 keV and p = 0.0010 nm, striking a silicon atom (Z₂ = 14, 28 u). Lengths are in nm, energies in eV or keV, and C in eV nm. The constants e, ε₀ and ħ are the elementary charge, the vacuum permittivity and the reduced Planck constant.

### Laboratory angles and energy transfer

The centre of mass moves with velocity m₁v₀x̂/(m₁ + m₂). After the collision the relative velocity is v₀n. The final laboratory velocities are

u₁ = v₀(m₁x̂ + m₂n)/(m₁ + m₂),

u₂ = m₁v₀(x̂ − n)/(m₁ + m₂).

Their difference is v₀n, as it must be, and their total momentum is m₁v₀x̂.

The squared length of x̂ − n is 2 − 2cos θ = 4 sin²(θ/2). The energy given to the target, T = m₂|u₂|²/2, is therefore

T = [4m₁m₂/(m₁ + m₂)²] E₀ sin²(θ/2).

The vector x̂ − n has components 1 − cos θ and −sin θ, which equal 2 sin(θ/2) times sin(θ/2) and −cos(θ/2). The target thus recoils on the side opposite to the projectile's deflection, at an angle ψ₂ from x̂ with tan ψ₂ = cot(θ/2), or

ψ₂ = (π − θ)/2.

The components of u₁ give the laboratory angle of the projectile:

tan ψ₁ = sin θ/(cos θ + m₁/m₂).

If m₁ < m₂ the denominator can be negative. A two-argument arctangent then places ψ₁ in the correct quadrant. For equal masses and p = 0 the projectile stops, and ψ₁ has no meaning.

These kinematic relations use momentum and energy conservation, not the Coulomb law. They remain valid for any elastic collision once its θ is known.

### Forms suited to code

Trigonometric functions can be avoided. A right triangle with legs b and p has the angle θ/2 opposite b, so

sin²(θ/2) = b²/(b² + p²),

cos θ = (p² − b²)/(p² + b²),

sin θ = 2bp/(p² + b²).

The first form gives T without the loss of digits that 1 − cos θ would suffer at small angles. If the angle itself is needed, θ = 2 atan2(b, p) also covers p = 0. If the angle is given, p = b cot(θ/2).

For bare nuclei with charge numbers Z₁ and Z₂,

C = Z₁Z₂e²/(4πε₀).

With C in eV nm and Ec in eV, b is in nm. The energy in b is the relative energy Ec; using E₀ in its place would make b too small by the factor m₂/(m₁ + m₂).

### A phosphorus ion on a silicon atom

Take E₀ = 1000 keV, p = 0.0010 nm, Z₁ = 15 and Z₂ = 14, with masses rounded to 31 u and 28 u. The Coulomb constant is C = 302.39 eV nm. Then

Ec = 1000 keV × 28/59 = 474.58 keV,

b = 302.39 eV nm/(2 × 474580 eV) = 3.186 × 10⁻⁴ nm,

tan(θ/2) = 3.186 × 10⁻⁴/0.0010 = 0.3186,

θ = 35.34° = 0.6169 rad.

The closest approach, with lengths in units of 10⁻³ nm, is

r_min = 0.3186 + √(0.3186² + 1²) = 1.368,

so r_min = 1.368 × 10⁻³ nm. For the energy transfer,

sin²(θ/2) = 0.3186²/(1 + 0.3186²) = 0.09215,

4m₁m₂/(m₁ + m₂)² = 3472/3481 = 0.9974,

T = 0.9974 × 0.09215 × 1000 keV ≈ 91.9 keV.

The laboratory angles are ψ₁ = 16.74° for the projectile and ψ₂ = 72.33° for the recoiling silicon atom.

As a test, Newton's equations for both particles were integrated numerically in the laboratory frame, without use of A, from a distance of 100 nm. For p = 0.0001, 0.001 and 0.003 nm the final angle differed from the formula by at most 1.8 × 10⁻⁶ rad. In the run with p = 0.001 nm, A/(μC) had the components −1.0000 and 3.1388 at the start, at closest approach and at the end. The expected components are −1 and p/b. The largest drift of A, relative to its length, was 1.8 × 10⁻¹¹.

### Screening by electrons

The formula treats two bare nuclei. In a solid, electrons screen the nuclear charges, and the potential energy is better modelled as

V(r) = (C/r) φ(r/a).

The Ziegler-Biersack-Littmark universal potential uses, with the Bohr radius a₀,

a = 0.8854 a₀/(Z₁^0.23 + Z₂^0.23),

φ(q) = 0.18175 e^(−3.19980q) + 0.50986 e^(−0.94229q) + 0.28022 e^(−0.40290q) + 0.02817 e^(−0.20162q).

For phosphorus on silicon a = 0.01267 nm. Differentiating V gives the force

f = (C/r²)[φ − q dφ/dq], with q = r/a.

A term e^(−kq) in φ contributes (1 + kq)e^(−kq) to the bracket, which is less than 1 for q > 0. The four coefficients of φ are positive and add up to 1, so the whole bracket is also less than 1. The screened force is therefore weaker than the Coulomb force at every separation. By the rate equation of Part 1, A is no longer conserved. In an integration of the example with this force, started at a separation of 1 nm, the final A differed from the initial A by 2.5 % of the initial length.

The angle must now be found from the orbit. The radial part of the energy equation and the angular speed of r̂, called w here, are

(dr/dt)² = v₀²(1 − V/Ec − p²/r²),

w = p v₀/r².

During the collision r̂ swings from −x̂ to n, through the angle π − θ. Half of this swing occurs on each side of closest approach. Dividing w by dr/dt and integrating over r gives

θ = π − 2p ∫ dr/[r²√(1 − V/Ec − p²/r²)], from r_min to infinity.

Here r_min is the zero of the square root for the screened potential. In code, set 1/r = (1 − h²)/r_min and integrate over h from 0 to 1. The factor h from the differential then cancels the inverse square-root singularity at closest approach.

For the example this gives 33.88°. The Coulomb angle is larger by 4.3 % of the screened value. The effect on energy is greater: the screened angle gives T ≈ 84.7 keV, and the Coulomb value exceeds this by about 8.5 %. The following angles show the trend with p at a fixed laboratory energy of 1000 keV.

p = 0.0003 nm: Coulomb 93.4°, screened 91.6°

p = 0.001 nm: Coulomb 35.3°, screened 33.9°

p = 0.003 nm: Coulomb 12.1°, screened 10.9°

p = 0.01 nm: Coulomb 3.65°, screened 2.45°

p = 0.03 nm: Coulomb 1.22°, screened 0.38°

At p = 0.003 nm the Coulomb angle is about 12 % too large relative to the screened one, and at p = 0.03 nm it is too large by a factor of about 3.2. High energy alone does not justify the bare formula. At large p the projectile stays far from the nucleus, and the separation must be small compared with a for the Coulomb law to be a good approximation.

Lower energy can also increase the relative error. At p = 0.01 nm and 50 keV the Coulomb formula gives 65.0° and the screened potential 39.1°. At the same p, the excess relative to the screened angle rises from about 49 % at 1000 keV to about 66 % at 50 keV. The trend does not continue: at still lower energy both angles move towards 180°, and the excess falls to about 49 % at 10 keV and 19 % at 1 keV. The universal potential is itself an approximate model, so these differences size the correction and do not measure the error against experiment. Other common screening functions shift the result by more than the digits shown. With the Firsov screening length, the Molière and Kr-C functions give 33.5° and 34.1° for the example, so the excess of the Coulomb angle lies between about 3.7 % and 5.6 % for the three models.

### Other neglected effects

Inelastic loss. Electrons can take up energy during the encounter. The Firsov estimate, in the form

Q = 0.35(ħ/a₀)(Z₁ + Z₂)^(5/3) v₀/[1 + 0.16(Z₁ + Z₂)^(1/3) r_min/a₀]⁵,

gives about 2.8 keV, or 0.6 % of Ec. It is a rough estimate of the energy lost; the resulting change of angle was not computed.

Quantum spread. A sharp p and a sharp incoming direction cannot both be prepared. Consider a packet of the relative motion whose waist, if the motion were free, would lie in the plane through the target perpendicular to x̂. At the waist its rms width is s, and position and transverse momentum are uncorrelated. Its rms transverse momentum is at least ħ/(2s). To first order in the spreads, the smallest angular variance at width s is

(θ′s)² + [ħ/(2sP₀)]², where θ′ = dθ/dp.

Differentiating θ = 2 arctan(b/p) gives |θ′| = 2b/(p² + b²). A sum of two squares is at least twice the product of their roots, so the variance is at least

ħ|θ′|/P₀,

reached at s² = ħ/(2P₀|θ′|). For the example the corresponding rms spread is 1.8°, or 5 % of θ, at a width of 3.9 × 10⁻⁵ nm. A waist in another plane gives a different spread. The value is a spread about the classical angle for one chosen p, not a shift of that angle. Its size is comparable with the screening correction, so for such a packet a hundredth of a degree in the deflection of a single ion has no physical meaning. The extra digits given above serve only to check a program against the formulas.

Smaller effects. The ratio of E₀ to the rest energy of the ion is 3.5 × 10⁻⁵, so relativistic corrections are negligible at the precision of this model. The closest approach is about 185 times the sum of the nuclear radii, estimated roughly as 7.4 × 10⁻⁶ nm, and short-range nuclear forces play no part. A rough displacement energy of 15 eV for a silicon atom in its crystal is 1.6 × 10⁻⁴ of T, so the binding energy is a small correction to the energy transfer. The position of a bound atom is not sharp, however. A Debye estimate gives its zero-point motion an rms size of about 0.005 nm along each axis (0.0045 nm for a Debye temperature of 645 K, 0.0050 nm for 519 K), roughly five times the p of the example, and at room temperature thermal motion makes the spread larger still. The example therefore describes an encounter with a target at a given point; its impact parameter cannot be set by aiming at a lattice site.

### Use in implantation

A phosphorus energy of 1 MeV lies roughly in the regime of deep-well implantation, but p = 0.001 nm describes an unusually close encounter. Neighbouring atoms in silicon are roughly 0.24 nm apart, so an ion passes most atoms at much larger p. The assumption that fails for those encounters is the unscreened force, and the angles listed above show how the relative error grows with p. At 50 keV the error is large even at p = 0.01 nm, as shown above.

The bare formula therefore suits two tasks: estimating rare, violent collisions with r_min much smaller than a, and checking a collision routine with its screening function set to 1. The first use remains an estimate. At 1000 keV and p = 0.0001 nm, where r_min is about 0.05 a, the Coulomb angle is only 0.7 % too large. The differential cross section p|dp/dθ|/sin θ, which sets how often such collisions occur, is about 6 % larger than for the universal potential at the same angle, and about 12 % larger at the angle reached with p = 0.001 nm. A simulation of a complete implant needs a screened potential and electronic energy loss between collisions as well. The example also shows why close encounters matter for annealing. The recoiling silicon atom receives thousands of times its displacement energy, leaves its site, and can displace further atoms, adding to the damage that annealing must repair.

The numerical output below lists most of the values used here in one place.

Computed values

```
EXAMPLE: P ion on Si atom
Z1, Z2 = 15, 14; m1, m2 = 31, 28 u
lab energy E0 = 1000 keV
impact parameter p = 0.0010 nm
reduced mass mu = 14.712 u
Coulomb constant C = 302.39 eV nm
relative energy Ec = 474.58 keV
b = C/(2 Ec) = 3.1859e-04 nm
tan(theta/2) = b/p = 0.3186
theta, formula = 35.343 deg = 0.6169 rad
theta, two-body integration = 35.343 deg
largest angle error, three p = 1.8e-06 rad
r_min, formula = 1.3681e-03 nm
r_min, integration = 1.3681e-03 nm
projectile lab angle psi1 = 16.74 deg
target recoil angle psi2 = 72.33 deg
energy transfer T = 91.91 keV
VECTOR A/(mu C) from integration (x, y), dimensionless
  start: -1.0000, 3.1388
  closest: -1.0000, 3.1388
  end: -1.0000, 3.1388
largest relative drift of A, Coulomb = 1.8e-11
relative change of A, screened = 2.53e-02
NEGLECTED EFFECTS
screening length = 0.01267 nm
theta with screening = 33.881 deg
Coulomb excess over screened = 4.31 %
Firsov inelastic loss = 2.79 keV
Firsov loss / Ec = 0.59 %
quantum angular spread (rms) = 1.81 deg
quantum spread / theta = 5.1 %
best packet width (rms) = 3.87e-05 nm
E0 / rest energy = 3.5e-05
sum of nuclear radii (rough) = 7.4e-06 nm
r_min / nuclear radii = 185
rough displacement energy = 15 eV
displacement energy / T = 1.6e-04
RANGE OF USE: p (nm), theta Coulomb, theta screened (deg)
 lab energy 1000 keV
  0.0003  93.443  91.607
  0.0010  35.343  33.881
  0.0030  12.124  10.863
  0.0100  3.650  2.451
  0.0300  1.217  0.383
 lab energy 50 keV
  0.0100  65.009  39.099
```
